# Hall Diffusion of Electrons: Flux Without Density Change

## What symmetry allows

Consider electrons diffusing through a uniform gas in a uniform magnetic field $\mathbf B=B\mathbf b$, where $\mathbf b$ is a unit vector. Suppose that $\mathbf b$ is the one preferred direction. To first order in the density gradient, the diffusive flux can be built from three vectors:

$$
\nabla_\parallel n=\mathbf b(\mathbf b\cdot\nabla n),\qquad
\nabla_\perp n=\nabla n-\nabla_\parallel n,\qquad
\mathbf b\times\nabla n .
$$

The third is permitted because $\mathbf b$ is an axial vector, so its cross product with a gradient is an ordinary polar vector, as a flux must be. It changes sign when $\mathbf B$ is reversed.

The density equation needs a scalar with two derivatives of $n$. The first two vectors supply $(\mathbf b\cdot\nabla)^2n$ and $\nabla_\perp^2n$. A scalar linear in $\mathbf b$ would have to be $\mathbf b\cdot(\nabla\times\nabla n)$, which is zero because the curl of a gradient vanishes. Symmetry thus admits a Hall flux but leaves no Hall term in the density equation.

Dimensions fix the scale of the coefficients. A diffusion coefficient has units of length squared per time. With thermal speed squared $kT/m$, collision frequency $\nu$ and cyclotron frequency $\omega=eB/m>0$, each coefficient must be $kT/(m\nu)$ times a function of $\beta=\omega/\nu$.

## The general statement

The result does not need a single preferred direction. Let the particle flux be

$$
\boldsymbol\Gamma=n\mathbf W-\mathsf D\cdot\nabla n ,
$$

with drift velocity $\mathbf W$ and tensor $\mathsf D$ uniform in space. This is the leading-order gradient law for a swarm. Split the tensor into

$$
S_{ij}=\tfrac12(D_{ij}+D_{ji}),\qquad
A_{ij}=\tfrac12(D_{ij}-D_{ji}).
$$

The antisymmetric part has three independent entries, which can be collected in a vector $\mathbf a$:

$$
\mathsf A=\begin{pmatrix}0&-a_z&a_y\\ a_z&0&-a_x\\ -a_y&a_x&0\end{pmatrix},
\qquad \mathsf A\cdot\mathbf v=\mathbf a\times\mathbf v .
$$

The Hall flux is therefore $\boldsymbol\Gamma_H=-\mathbf a\times\nabla n$.

**Direction.** A cross product is perpendicular to both its factors, so

$$
\nabla n\cdot\boldsymbol\Gamma_H=-\nabla n\cdot(\mathbf a\times\nabla n)=0 .
$$

Since $\nabla n$ is normal to a surface of constant density, $\boldsymbol\Gamma_H$ lies in that surface. In a plane perpendicular to $\mathbf a$ it runs along the density contours.

**Divergence.** Because $\mathsf A$ is uniform,

$$
-\nabla\cdot\boldsymbol\Gamma_H=\partial_i(A_{ij}\partial_jn)=A_{ij}\partial_i\partial_jn ,
$$

with repeated indices summed. Exchange the names of the two summed indices, then use $A_{ji}=-A_{ij}$ and the equality of mixed derivatives:

$$
A_{ij}\partial_i\partial_jn=A_{ji}\partial_j\partial_in=-A_{ij}\partial_i\partial_jn .
$$

A quantity equal to its own negative is zero. Particle conservation, $\partial_tn=-\nabla\cdot\boldsymbol\Gamma$, then gives

$$
\frac{\partial n}{\partial t}+\mathbf W\cdot\nabla n=S_{ij}\partial_i\partial_jn .
$$

The tensor $\mathsf A$ is absent from this interior equation. Tangency alone would not have been enough: a flow along contours could still pile particles up if its strength varied along a contour. The vanishing divergence excludes this.

The magnetic field itself is not absent, since $\mathsf S$ and $\mathbf W$ may depend on it. The comparison that leaves the density unchanged is one in which $\mathsf A$ changes while $\mathsf S$, $\mathbf W$, the initial density and the boundary conditions are held fixed.

## How much crosses a line

The Hall flux is also a curl. For uniform $\mathbf a$,

$$
\nabla\times(n\mathbf a)=\nabla n\times\mathbf a=-\mathbf a\times\nabla n=\boldsymbol\Gamma_H .
$$

Take $\mathbf a=D_H\mathbf b$ and a density uniform along $\mathbf b=\hat{\mathbf z}$. On a closed curve in the $xy$ plane, let $\hat{\mathbf n}$ be the outward normal and $\hat{\mathbf t}=\mathbf b\times\hat{\mathbf n}$ the counterclockwise tangent. Then

$$
\hat{\mathbf n}\cdot\boldsymbol\Gamma_H
=-D_H(\hat{\mathbf n}\times\mathbf b)\cdot\nabla n
=D_H\,\hat{\mathbf t}\cdot\nabla n=D_H\frac{\partial n}{\partial\ell}.
$$

Integration from point $P$ to point $Q$ gives the crossing per unit length of column,

$$
\int_P^Q\hat{\mathbf n}\cdot\boldsymbol\Gamma_H\,d\ell=D_H(n_Q-n_P).
$$

Hall flux can cross part of a curve that is not a density contour. Around the whole curve the end points coincide and the net crossing is zero.

## Coefficients from the force balance

To obtain numbers, take a constant collision frequency and a uniform electron temperature. Electrons have charge $-e$. For changes slow compared with $1/\nu$, their inertia can be dropped. Apart from the drift driven by any electric field, the pressure, magnetic and collisional forces per unit volume balance:

$$
0=-kT\nabla n-e\boldsymbol\Gamma\times\mathbf B-m\nu\boldsymbol\Gamma .
$$

Since $-\boldsymbol\Gamma\times\mathbf b=\mathbf b\times\boldsymbol\Gamma$, division by $m$ gives

$$
\nu\boldsymbol\Gamma-\omega\,\mathbf b\times\boldsymbol\Gamma=-\frac{kT}{m}\nabla n .
$$

Along $\mathbf b$ the magnetic term is absent, so $\Gamma_\parallel=-D_\parallel\nabla_\parallel n$ with $D_\parallel=kT/(m\nu)$. Across $\mathbf b$, divide by $\nu$ and write $\mathbf G=-D_\parallel\nabla_\perp n$:

$$
\boldsymbol\Gamma_\perp-\beta\,\mathbf b\times\boldsymbol\Gamma_\perp=\mathbf G .
$$

Take the cross product with $\mathbf b$ from the left. Because $\mathbf b\times(\mathbf b\times\boldsymbol\Gamma_\perp)=-\boldsymbol\Gamma_\perp$,

$$
\mathbf b\times\boldsymbol\Gamma_\perp+\beta\boldsymbol\Gamma_\perp=\mathbf b\times\mathbf G .
$$

Multiply this by $\beta$ and add it to the preceding equation. The terms in $\mathbf b\times\boldsymbol\Gamma_\perp$ cancel:

$$
(1+\beta^2)\boldsymbol\Gamma_\perp=\mathbf G+\beta\,\mathbf b\times\mathbf G .
$$

Restoring $\mathbf G$ gives

$$
\boldsymbol\Gamma=-D_\parallel\nabla_\parallel n-D_\perp\nabla_\perp n-D_H\,\mathbf b\times\nabla n,
$$

$$
D_\perp=\frac{D_\parallel}{1+\beta^2},\qquad D_H=\beta D_\perp .
$$

For $\beta\ll1$, $D_H\simeq\beta D_\parallel$, which vanishes with the field. For $\beta\gg1$, $D_\perp\simeq D_\parallel/\beta^2$ while $D_H\simeq kT/(eB)$. The second expression contains no collision frequency: at fixed $B$, the Hall flux survives as collisions become rare, although spreading across the field stops.

The direction follows from the orbits. The force law gives $d\mathbf v/dt=\omega\,\mathbf b\times\mathbf v$, so electrons circle counterclockwise about $\mathbf b$. Around a density maximum, an electron moving counterclockwise past a given point has its orbit centre on the inner, denser side. One moving clockwise has its centre on the outer side. The first group is larger, so the mean flux is counterclockwise.

## A spreading column

Let the density be uniform along $\mathbf b$ and Gaussian across it:

$$
n(r,t)=n_0\frac{\sigma_0^2}{s^2}e^{-r^2/(2s^2)} .
$$

To find $s(t)$, differentiate:

$$
\frac{\partial n}{\partial t}=\frac{ds^2}{dt}\left(\frac{r^2}{2s^4}-\frac1{s^2}\right)n,\qquad
\nabla_\perp^2n=\left(\frac{r^2}{s^4}-\frac2{s^2}\right)n .
$$

The equation $\partial_tn=D_\perp\nabla_\perp^2n$ is satisfied if $ds^2/dt=2D_\perp$, hence

$$
s^2=\sigma_0^2+2D_\perp t .
$$

With $\partial_rn=-rn/s^2$, the flux components are

$$
\Gamma_r=D_\perp\frac{rn}{s^2},\qquad
\Gamma_\varphi=D_H\frac{rn}{s^2},\qquad
\frac{\Gamma_\varphi}{\Gamma_r}=\beta .
$$

The circulating flux can exceed the radial flux, yet the width contains no $D_H$.

For an example, take argon at 100 mTorr and 300 K, a field of 30 G and an electron temperature held uniform at 2 eV, an idealization whose limits are given in the last section. The momentum-transfer rate constant is a rough $7\times10^{-8}$ cm³/s. With gas density $3.219\times10^{15}$ cm⁻³,

$$
\nu=(3.219\times10^{15})(7\times10^{-8})=2.253\times10^8\ \text{s}^{-1}.
$$

The cyclotron frequency is $5.276\times10^8$ rad/s, so $\beta=5.276/2.253=2.342$ and $1+\beta^2=6.485$. From $D_\parallel=1.561\times10^7$ cm²/s,

$$
D_\perp=\frac{1.561\times10^7}{6.485}\simeq2.41\times10^6\ \text{cm}^2/\text{s},
$$

$$
D_H=2.342D_\perp\simeq5.64\times10^6\ \text{cm}^2/\text{s}.
$$

Let $\sigma_0=2$ cm and $n_0=1000$ cm⁻³. For the initial profile, the density at $r=\sigma_0$ is 606.5 cm⁻³. The force balance takes several collision times to set in, and by then the column has spread enough to lower both fluxes at this radius by several percent. Evaluated on the initial profile itself, the radial flux is $D_\perp n/\sigma_0=7.30\times10^8$ cm⁻² s⁻¹ and the contour flux is $1.71\times10^9$ cm⁻² s⁻¹. After 2 µs,

$$
s=\sqrt{2^2+2(2.408)(2)}\ \text{cm}=3.69\ \text{cm},
$$

where $D_\perp=2.408$ cm²/µs.

Now draw a circle of radius 2 cm centred at $(3,1)$ cm, which is not a density contour. At 0.5 µs, $s^2=6.408$ cm². The points of the circle nearest to and farthest from the column axis are at 1.162 and 5.162 cm, where the densities are about 562 and 78 cm⁻³. The inward and outward Hall crossings each have magnitude

$$
D_H(n_{\max}-n_{\min})\simeq5.638(562-78)\simeq2730\ \text{cm}^{-1}\,\mu\text{s}^{-1}.
$$

Direct integration of the flux gives 2728 in the same unit, and a net Hall crossing of zero to rounding error. The number inside, differentiated in time, falls at 750.4 cm⁻¹ µs⁻¹, equal to the outflow computed with the full tensor. The one-way Hall traffic is 3.6 times this net loss and contributes nothing to it.

## What particle motion reveals

The Hall coefficient is measurable in the velocities even though it is invisible in the spreading. Let $N$ be the number of electrons per unit length. In the plane, $\mathbf b\times\nabla n=(-\partial_yn,\partial_xn)$, so

$$
\Gamma_x=-D_\perp\partial_xn+D_H\partial_yn,\qquad
\Gamma_y=-D_\perp\partial_yn-D_H\partial_xn .
$$

The mean of $xv_y-yv_x$ is

$$
\frac1N\int(x\Gamma_y-y\Gamma_x)\,dA
=-\frac{D_H}{N}\int(x\partial_xn+y\partial_yn)\,dA=2D_H .
$$

The $D_\perp$ terms, $-(x\partial_yn-y\partial_xn)$, integrate to zero by parts. The last equality also uses integration by parts: each of the two terms gives $-N$. In the same way,

$$
\langle xv_x+yv_y\rangle=2D_\perp,\qquad
\frac{d}{dt}\langle x^2+y^2\rangle=4D_\perp .
$$

The growth of the mean-square displacement in unbounded gas thus gives $D_\perp$ but not $D_H$; the correlation between position and velocity gives both.

This was tested by following 400 000 simulated electrons from one point for twelve mean collision times. They moved on circular arcs between random collisions, and each collision drew a new velocity from the Maxwell distribution. The correlations gave $D_H=(5.61\pm0.04)\times10^6$ and $D_\perp=(2.40\pm0.04)\times10^6$ cm²/s, where the uncertainties are one standard error. Both agree with the force balance, which was not used to move the particles.

## Walls

The interior equation determines the density together with its boundary conditions. In unbounded space with a decaying density, these conditions contain no $\mathsf A$, and the density history is independent of it.

At an absorbing wall, idealized as $n=0$, the density is constant along the wall. Its gradient is normal to the wall, so $\hat{\mathbf n}\cdot(\mathbf a\times\nabla n)=0$. No Hall flux reaches the wall, and the density history is again independent of $\mathsf A$.

A reflecting wall is different. For electrons in $y>0$, zero normal flux at $y=0$ requires

$$
D_\perp\frac{\partial n}{\partial y}+D_H\frac{\partial n}{\partial x}=0 .
$$

The Hall coefficient now enters through the boundary. An exception is a circular wall around a concentric, axisymmetric column: there $\partial n/\partial\ell=0$ and the Hall term drops out.

The effect on a plane wall can be found in closed form. Start with half of a Gaussian, centred on the wall, and define $p(y,t)=\int n\,dx$. Integrating the density equation and the wall condition over $x$ removes the $x$ derivatives:

$$
\frac{\partial p}{\partial t}=D_\perp\frac{\partial^2p}{\partial y^2},\qquad
\left.\frac{\partial p}{\partial y}\right|_{y=0}=0 .
$$

The solution is $p=N\sqrt{2/\pi}\,s^{-1}e^{-y^2/(2s^2)}$, with the same $s(t)$ as before. Let $X$ be the mean $x$ position. No particles cross the wall, so

$$
\frac{dX}{dt}=\frac1N\int\Gamma_x\,dA
=\frac{D_H}{N}\int\partial_yn\,dA
=-\frac{D_H}{N}p(0,t)=-D_H\sqrt{\frac2\pi}\frac1s .
$$

The minus sign comes from the lower limit of the $y$ integral. Since $ds/dt=D_\perp/s$, we have $dX/ds=-\beta\sqrt{2/\pi}$, and

$$
X=-\beta\sqrt{\frac2\pi}\,(s-\sigma_0).
$$

The sign agrees with the orbits. An electron leaving the wall follows the part of its counterclockwise circle above the wall, from the right-hand intersection to the left-hand one. It returns displaced toward negative $x$.

For the example, $X=-2.342(0.798)(3.692-2)=-3.16$ cm after 2 µs. A finite-element solution of the two-dimensional problem also gives $-3.16$ cm. The slide is comparable to the cloud width.

A second calculation placed a full Gaussian 4 cm above the lower wall of a 56 cm by 22 cm rectangle, 36 cm from its left side. The Hall part was switched on and off with $D_\perp$ fixed. With all walls absorbing, 74% of the electrons remained after 2 µs and the density did not change; the discrete interior Hall terms cancel just as the continuous ones do. With all walls reflecting, the largest local change was 54% of the final peak density found without the Hall part.

## A varying Hall coefficient

If $D_H$ varies in space while $\mathbf b$ is fixed, the product rule leaves one term:

$$
-\nabla\cdot\boldsymbol\Gamma_H
=\nabla\cdot(D_H\mathbf b\times\nabla n)
=\nabla D_H\cdot(\mathbf b\times\nabla n)
=-(\mathbf b\times\nabla D_H)\cdot\nabla n .
$$

This is advection with velocity $\mathbf V=\mathbf b\times\nabla D_H$. The Hall part now moves the density.

For a field strength varying by 1% per cm, differentiate $D_H=D_\parallel\beta/(1+\beta^2)$ at fixed $\nu$ and $T$:

$$
\frac{dD_H}{d\ln B}=D_H\frac{1-\beta^2}{1+\beta^2}
\simeq-3.9\times10^6\ \text{cm}^2/\text{s}.
$$

The speed is $3.9\times10^4$ cm/s, or 0.08 cm in 2 µs. This is small beside the 2 cm initial width, but it grows in proportion to the field gradient. The same gradient also makes $D_\perp$ vary, with $dD_\perp/d\ln B=-2\beta^2D_\perp/(1+\beta^2)$. This adds a term $\nabla D_\perp\cdot\nabla n$ of similar size, $4.1\times10^4$ cm/s, directed along the gradient. The estimate ignores the change in field direction that accompanies such a gradient in a real magnet.

## The example beside a real etch chamber

The pressure, field and temperature are roughly those of a magnetically enhanced argon etch chamber. The electron density is not: a working plasma has very roughly $10^{10}$ cm⁻³, against 1000 cm⁻³ here. Space charge is measured by the squared ratio of $\sigma_0$ to the Debye length, which is 0.0036 in the example. It is proportional to density and would be about $4\times10^4$ in the working plasma. Electrons there cannot spread independently of the ions, so the free-diffusion width of 3.69 cm does not apply. The example describes a dilute swarm.

Other assumptions matter even for the swarm. One is the uniform temperature. With $M$ the mass of an argon atom, elastic collisions exchange only a fraction of about $(2m/M)\nu t=0.012$ of the electron energy in 2 µs, so each electron nearly keeps its energy. Fast electrons then spread ahead of slow ones, the core becomes cooler than the edge, and the profile is no longer Gaussian. At constant $\nu$ the mean-square width is unchanged, because it depends only on the average diffusion coefficient, but the central density after 2 µs is about 30% higher than the Gaussian gives. The later densities, crossings and wall figures above therefore belong to the uniform-temperature model.

The energy dependence of $\nu$ also matters. The following coefficients are averages over the initial Maxwell distribution. If $\nu$ rises as energy to the power 1.5, with the same mean, $D_\perp$ falls by 2% but $D_H$ falls by 22%, to $4.41\times10^6$ cm²/s. The initial flux ratio becomes 1.87 instead of 2.34; later it varies with place and time as electrons of different energy separate. The zero-divergence result is untouched, because it holds for the uniform tensor of each energy group and hence for their sum. Finite orbit size enters through a squared ratio of 0.0027.

Along the field, a chamber 30 cm long with absorbing ends has a diffusive loss time of 5.8 µs, estimated from the slowest decay mode. If the density along the field has the shape of that mode, about 29% of the electrons are lost in 2 µs. A column that starts uniform between the ends loses more, because its density is not already low near them. These figures use the constant $\nu$ and the uniform temperature; if each electron keeps its energy, the same diffusion estimate averaged over energy gives about 26.5% for the mode-shaped column, and following the free flights to the ends, where the density is not quite zero, lowers this to about 25%. If $\nu$ rises as energy to the power 1.5, the average $D_\parallel$ is 1.7 times larger, because slow electrons travel far between collisions. A single loss time no longer describes the decay, since electrons of different energy escape at different rates. With energies kept, the diffusion estimate then gives about 41% lost in 2 µs. It overstates the loss, because the long free paths of slow electrons make $n=0$ at the ends a poor approximation; following the free flights gives about 35%.

Excitation and ionization matter less. Only about 0.9% of the electrons in a 2 eV Maxwell distribution exceed the 11.5 eV excitation threshold, and at this density electrons collide with one another too rarely to refill that tail. Without a heating field, these processes therefore involve only about 1% of the electrons in 2 µs. The larger ionization and excitation values in the output, and the heating field derived from them, assume a tail that is continually refilled. They do not apply to this swarm.

The numerical output below lists the inputs and results.

## Values computed for the example and the checks

```
gas pressure: 100 mTorr
gas temperature: 300 K
magnetic field: 30 G
electron temperature: 2 eV
momentum rate constant (rough): 7e-08 cm3/s
initial width sigma0: 2 cm
initial peak density: 1000 cm^-3
elapsed time: 2 us
gas density: 3.219e+15 cm^-3
collision frequency: 2.253e+08 s^-1
cyclotron angular frequency: 5.276e+08 rad/s
Hall parameter beta: 2.342
D parallel: 1.561e+07 cm2/s
D perpendicular: 2.408e+06 cm2/s
D Hall: 5.638e+06 cm2/s
simulated D perpendicular: 2.397e+06 cm2/s
its standard error: 3.5e+04 cm2/s
simulated D Hall: 5.611e+06 cm2/s
its standard error: 3.6e+04 cm2/s
density at r=sigma0, t=0: 606.5 cm^-3
radial flux there: 7.302e+08 cm^-2 s^-1
contour flux there: 1.71e+09 cm^-2 s^-1
free width after elapsed time: 3.692 cm
test circle: centre (3, 1) cm, radius 2 cm
circle test time: 0.5 us
count rate in circle: -750.429 cm^-1 us^-1
full outflow from circle: 750.429 cm^-1 us^-1
one-way Hall crossing: 2728 cm^-1 us^-1
net Hall / one-way crossing: 1.3e-16
cloud height in wall comparison: 4 cm
absorbing-wall survival fraction: 0.7415
Hall change/peak, absorbing walls: 0
Hall change/peak, reflecting walls: 0.543
wall slide, finite elements: -3.156 cm
wall slide, formula: -3.162 cm
D perp, nu ~ energy^1.5: 2.356e+06 cm2/s
D Hall, nu ~ energy^1.5: 4.413e+06 cm2/s
orbit-size correction (l/sigma0)^2: 0.0027
space charge (sigma0/Debye)^2: 0.0036
assumed B variation: 1 percent per cm
resulting Hall advection speed: 3.9e+04 cm/s
its displacement in elapsed time: 0.078 cm
ionization growth exponent (rough): 0.057
excitations per electron (rough): 0.26
heating field along B (rough): 0.5 V/cm
(drift/thermal speed)^2 (rough): 0.0043
chamber length along B: 30 cm
end-loss time: 5.84 us
end-loss exponent in elapsed time: 0.34
```
